# Unitary mixing of occupied Hartree-Fock orbitals: what changes and what does not

## Symmetry fixes the transformation law

A Slater determinant is linear in each of its $N$ orbitals and changes sign when two of them are exchanged. Suppose each orbital is replaced by a linear combination of the same $N$ orbitals. On expansion, every term with a repeated orbital vanishes, and every remaining term is the original determinant up to a sign. The result must therefore be a number times the original determinant. For a unitary mixing that number has modulus one, because the norm is preserved. Expectation values contain the determinant once and its complex conjugate once, so the phase cancels.

A single Coulomb integral $J_{ij}$ or exchange integral $K_{ij}$ has no such protection. It refers to two chosen orbitals, not to the space spanned by all of them, and it generally changes when the orbitals are mixed.

## Assumptions and the determinant

Let $\varphi_1,\ldots,\varphi_N$ be orthonormal spin orbitals, each with occupation one. The coordinate $x$ comprises position and spin, and $\int dx$ includes the spin sum. Hartree atomic units are used. The mixed orbitals are

$$\varphi'_j=\sum_{i=1}^N\varphi_iU_{ij},\qquad U^\dagger U=UU^\dagger=1 .$$

They are again orthonormal:

$$\langle\varphi'_i|\varphi'_j\rangle=\sum_{kl}U_{ki}^*\langle\varphi_k|\varphi_l\rangle U_{lj}=(U^\dagger U)_{ij}=\delta_{ij}.$$

Define the matrix of orbital values $A_{ki}=\varphi_i(x_k)$, so that $\Phi=\det A/\sqrt{N!}$. Then

$$A'_{kj}=\sum_i\varphi_i(x_k)U_{ij}=(AU)_{kj},$$

and since the determinant of a product is the product of the determinants,

$$\boxed{\Phi'=\det(U)\,\Phi},\qquad |\det U|^2=\det(U^\dagger U)=1 .$$

For any operator $O$ that does not itself depend on the choice of orbitals,

$$\langle\Phi'|O|\Phi'\rangle=|\det U|^2\langle\Phi|O|\Phi\rangle=\langle\Phi|O|\Phi\rangle .$$

With $O$ equal to the Hamiltonian, this already proves that the energy is invariant. The orbitals need not solve the Hartree-Fock equations.

## Expectation values in terms of orbitals

To see which parts of the energy are separately invariant, we need its orbital form. Write the determinant as a signed sum over permutations $P$. For an operator $O$ symmetric in the electrons, relabelling the electrons makes all $N!$ permutations in the bra contribute equally. This cancels the normalization factor $1/N!$ and leaves

$$\langle\Phi|O|\Phi\rangle=\sum_P\mathrm{sgn}(P)\,
\langle\varphi_1(1)\cdots\varphi_N(N)|O|\varphi_{P1}(1)\cdots\varphi_{PN}(N)\rangle .$$

A one-electron operator acting on electron $k$ leaves $N-1$ orbital overlaps. Orthogonality then forces $P$ to be the identity. An interaction between electrons $k$ and $l$ allows the identity and the exchange of $k$ with $l$, the latter with a minus sign. Hence, apart from a constant nuclear repulsion,

$$E=\sum_i h_{ii}+\frac12\sum_{ij}(J_{ij}-K_{ij}),\qquad h_{ii}=\langle\varphi_i|h|\varphi_i\rangle,$$

where $h$ is the kinetic energy plus the nuclear attraction. With

$$(ij|kl)=\iint\frac{\varphi_i^*(x)\varphi_j(x)\,\varphi_k^*(x')\varphi_l(x')}{|\mathbf r-\mathbf r'|}\,dx\,dx',$$

the pair integrals are $J_{ij}=(ii|jj)$ and $K_{ij}=(ij|ji)$. The factor $\frac12$ corrects for counting each pair twice. The terms $i=j$ may be included because $J_{ii}=K_{ii}$.

## Density matrix and energy components

The one-particle density matrix is the expectation value of the one-electron operator $\sum_k|x'\rangle\langle x|_k$. By the rule just derived,

$$\gamma(x,x')=\sum_i\varphi_i(x)\varphi_i^*(x').$$

After mixing,

$$\gamma'(x,x')=\sum_{ik}\varphi_i(x)\Big(\sum_jU_{ij}U_{kj}^*\Big)\varphi_k^*(x')
=\sum_{ik}\varphi_i(x)(UU^\dagger)_{ik}\varphi_k^*(x')=\gamma(x,x').$$

The one-electron energy is the trace of $h\gamma$, so it is invariant. Let $\rho(x)=\gamma(x,x)$. Summing the definitions of $J_{ij}$ and $K_{ij}$ over both indices gives

$$\sum_{ij}J_{ij}=\iint\frac{\rho(x)\rho(x')}{|\mathbf r-\mathbf r'|}\,dx\,dx',\qquad
\sum_{ij}K_{ij}=\iint\frac{|\gamma(x,x')|^2}{|\mathbf r-\mathbf r'|}\,dx\,dx'.$$

In the second sum, the factors with index $j$ form $\gamma(x,x')$ and those with index $i$ form $\gamma(x',x)=\gamma(x,x')^*$. Both full sums depend on $\gamma$ alone, so each is invariant separately.

The restricted sum $\sum_{i\ne j}J_{ij}$ is different: it equals the invariant full sum minus $\sum_iJ_{ii}$, and the latter generally changes. The same amount is removed from the exchange sum, so the difference of the restricted sums remains invariant. A code that reports a "Coulomb energy" must therefore state whether the self-terms are included.

## Fock operator and Lagrange multipliers

The Fock operator is $F=h+\sum_j(\hat J_j-\hat K_j)$, where

$$(\hat J_jf)(x)=\int\frac{|\varphi_j(x')|^2}{|\mathbf r-\mathbf r'|}dx'\,f(x),\qquad
(\hat K_jf)(x)=\varphi_j(x)\int\frac{\varphi_j^*(x')f(x')}{|\mathbf r-\mathbf r'|}dx' .$$

Carrying out the sum over $j$ gives

$$(Ff)(x)=(hf)(x)+\int\frac{\rho(x')}{|\mathbf r-\mathbf r'|}dx'\,f(x)
-\int\frac{\gamma(x,x')}{|\mathbf r-\mathbf r'|}f(x')\,dx'.$$

No separate orbital remains, so $\gamma'=\gamma$ implies $F'=F$. The operator is unchanged, but its matrix in the occupied orbitals is not:

$$\varepsilon_{ij}=\langle\varphi_i|F|\varphi_j\rangle,\qquad
\varepsilon'_{ij}=\sum_{kl}U_{ki}^*\varepsilon_{kl}U_{lj}=(U^\dagger\varepsilon U)_{ij}.$$

These elements are the Lagrange multipliers of the Hartree-Fock equations. To see this, add to $\varphi_i$ a small amount $\eta\chi$, with $\chi$ orthogonal to all occupied orbitals. Orthonormality is kept to first order, and

$$\delta\gamma=\eta\,\chi\varphi_i^*+\eta^*\varphi_i\chi^* .$$

The interaction energy is a symmetric quadratic form in $\gamma$. Its variation gives two equal terms, which cancel the factor $\frac12$, so

$$\delta E=\mathrm{Tr}(F\,\delta\gamma)=2\,\mathrm{Re}\big(\eta^*\langle\chi|F|\varphi_i\rangle\big).$$

At a stationary point this vanishes for real and for imaginary $\eta$. Hence $F\varphi_i$ has no component outside the occupied space, and

$$F\varphi_j=\sum_i\varphi_i\varepsilon_{ij},\qquad F\varphi'_j=\sum_i\varphi'_i\varepsilon'_{ij}.$$

Every unitary choice solves equations of this form. Since $\varepsilon$ is Hermitian, some choice makes it diagonal; those are the canonical orbitals, with $F\varphi_i=\varepsilon_i\varphi_i$. Degenerate eigenvalues leave further freedom within each degenerate set.

The diagonal elements keep a meaning for any choice. Removing $\varphi'_i$ with the other orbitals frozen deletes $h'_{ii}+\sum_j(J'_{ij}-K'_{ij})=\varepsilon'_{ii}$ from the energy. Different choices of orbital leave different $(N-1)$-electron determinants, so these removal energies need not agree.

## How individual J and K change

Take two real occupied orbitals of the same spin, with spatial parts $a$ and $b$, and rotate them:

$$a'=\cos\theta\,a+\sin\theta\,b,\qquad b'=-\sin\theta\,a+\cos\theta\,b .$$

Their product is

$$a'b'=\sin\theta\cos\theta\,(b^2-a^2)+(\cos^2\theta-\sin^2\theta)\,ab
=\sin2\theta\,d+\cos2\theta\,g,$$

with $d=(b^2-a^2)/2$ and $g=ab$. For functions of position, let $(f|q)$ denote the integral of $f(\mathbf r)q(\mathbf r')/|\mathbf r-\mathbf r'|$ over both positions. Since $K_{ab}=(g|g)$,

$$\boxed{K'_{ab}=\sin^22\theta\,(d|d)+\cos^22\theta\,(g|g)+\sin4\theta\,(d|g)} .$$

The last coefficient comes from $2\sin2\theta\cos2\theta=\sin4\theta$. Expanding the square in $(d|d)$ gives

$$(d|d)=\tfrac14\,(J_{aa}+J_{bb}-2J_{ab}).$$

The Coulomb integral follows without a second expansion. For $\Phi_2=[a(1)b(2)-b(1)a(2)]/\sqrt2$ with equal spins, the expectation value of $1/r_{12}$ is $J_{ab}-K_{ab}$. Mixing the pair changes $\Phi_2$ by a phase, so

$$J'_{ab}-K'_{ab}=J_{ab}-K_{ab}.$$

Thus $J_{ab}$ and $K_{ab}$ shift by the same amount. This holds when the two orbitals mix with each other alone; if other orbitals enter, the two-electron state changes too.

## Proof that some mixing changes both integrals

Some mixings do leave $J_{ab}$ and $K_{ab}$ alone, so the non-invariance must be stated with care: for every real same-spin pair there is at least one unitary mixing that changes both. Consider

$$a'=\frac{a+ib}{\sqrt2},\qquad b'=\frac{a-ib}{\sqrt2}.$$

These are orthonormal, and

$$a'^*b'=\tfrac12(a-ib)^2=\tfrac12(a^2-b^2)-iab=-d-ig .$$

The other factor in $K'_{ab}$ is the complex conjugate, $b'^*a'=-d+ig$. The cross terms $-i(d|g)$ and $+i(g|d)$ cancel, leaving

$$K'_{ab}=(d|d)+(g|g)=K_{ab}+(d|d).$$

In Fourier space the Coulomb form is

$$(f|f)=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\tilde f(\mathbf k)|^2\ge0$$

for real $f$, and it vanishes only for $f=0$. The complex mixing therefore raises $K_{ab}$ unless $a^2=b^2$ everywhere. In that exceptional case $d=0$, while $g^2=a^4$ shows that $g\ne0$ and $K_{ab}>0$. A real rotation by $45^\circ$ then gives $K'_{ab}=(d|d)=0$. One of the two mixings always changes $K_{ab}$, and $J_{ab}$ shifts with it.

The pair $p_x=xf$, $p_y=yf$, with $f$ symmetric about the $z$ axis, shows why complex mixings matter. A $45^\circ$ rotation of the coordinates about $z$ turns $g$ into $\pm d$, so $(d|d)=(g|g)$. The reflection $x\to-x$ reverses $g$ and preserves $d$, so $(d|g)=0$. Every real rotation of the pair then leaves $K_{ab}$ unchanged, whereas the complex mixing doubles it.

The same-spin condition is also needed. Let two orbitals share one spatial function $\phi$ and have opposite spins. Any mixing gives $\phi$ times two orthonormal spin vectors. Both densities remain $|\phi|^2$, and the spin sum in $K'_{ab}$ is zero, so neither integral changes.

## Matrix form for implementation

In a basis $\chi_\mu$ with overlap matrix $S$, let the columns of $C$ hold the occupied orbitals of one spin, with $C^\dagger SC=1$. The density matrix is $P=CC^\dagger$, and $C'=CU$ gives

$$P'=CUU^\dagger C^\dagger=P .$$

In unrestricted Hartree-Fock, the two spins may be mixed by separate matrices $U_\alpha$ and $U_\beta$. Mixing between spins is covered by the general proof, but the new orbitals no longer have a definite spin, so the code must store two-component orbitals.

With $P_{\lambda\sigma}=\sum_jC_{\lambda j}C_{\sigma j}^*$, the spin-up Fock matrix is

$$F^\alpha_{\mu\nu}=h_{\mu\nu}+\sum_{\lambda\sigma}\left[(P^\alpha+P^\beta)_{\lambda\sigma}(\mu\nu|\sigma\lambda)
-P^\alpha_{\lambda\sigma}(\mu\lambda|\sigma\nu)\right].$$

The order of the indices on $P$ matters only when $P$ itself is complex, since $P_{\sigma\lambda}=P_{\lambda\sigma}^*$. A complex mixing of real orbitals leaves $P$ real and symmetric, but the complex conjugate in its definition must be kept, because $C'C'^T=CUU^TC^T$ generally differs from $P$. A convergence check for noncanonical orbitals can use the full multiplier matrix, $FC'=SC'\varepsilon'$ with $\varepsilon'=C'^\dagger FC'$, or the condition $FPS-SPF=0$, which involves the orbitals only through $P$; the canonical equation with a diagonal matrix would wrongly reject them.

Two calculations should be compared through $P$, not through orbital coefficients. If $P'=P$, the mixing matrix can be recovered. Since $C'=C'(C'^\dagger SC')=P'SC'$,

$$C'=PSC'=C(C^\dagger SC'),\qquad U=C^\dagger SC' .$$

It is unitary because $U^\dagger U=C'^\dagger SPSC'=C'^\dagger SC'=1$. Equality of the density matrices is thus also sufficient for the orbital sets to be related by a unitary mixing.

Three changes of the hypotheses need separate treatment:

- **Nonunitary mixing.** For invertible $R$ and $C'=CR$, the determinant is multiplied by $\det R$, but $C'C'^\dagger$ is generally wrong. The correct density matrix is $C'(C'^\dagger SC')^{-1}C'^\dagger=CR(R^\dagger R)^{-1}R^\dagger C^\dagger=P$.
- **Unequal occupations.** With a diagonal occupation matrix $n$, the change is $C(UnU^\dagger-n)C^\dagger$. It vanishes when $Un=nU$, or $(n_j-n_i)U_{ij}=0$: only orbitals of equal occupation may mix.
- **Mixing with empty orbitals.** This changes the occupied space and hence $P$, unless the mixing happens to map that space onto itself. The energy then has no general protection.

## Worked example: sp hybrids in gallium

The free Ga atom was computed with unrestricted Hartree-Fock in the def2-SVP basis, with 16 spin-up and 15 spin-down electrons and the 4p orbital along $z$. The calculation is nonrelativistic, omits electron correlation beyond the single determinant, and uses a small basis. Its digits serve to compare orbital choices within this model, not to predict measured energies. They are not converged in the basis: with def2-TZVP the total energy falls by 0.25 hartree, the 4s and 4p levels and pair integrals move by up to 0.0015 hartree, the $2p$ exchange integral by 0.0002 hartree, and the hybrid centroids move from $\pm1.62$ to $\pm1.65$ bohr.

For the spin-up 4s and 4p orbitals, in hartree,

$$J_{ss}=0.360847,\quad J_{pp}=0.293186,\quad J_{sp}=0.308404,\quad K_{sp}=0.069046 .$$

Form the hybrids $a'=(s+p)/\sqrt2$ and $b'=(p-s)/\sqrt2$, which is the rotation with $\theta=45^\circ$. Then $K'=(d|d)$, and

$$(d|d)=\frac{0.360847+0.293186-2(0.308404)}4=0.009306 .$$

The exchange integral changes by $0.009306-0.069046=-0.059740$ hartree, or $-1.6256$ eV. The Coulomb integral shifts equally:

$$J'_{12}=0.308404-0.059740=0.248664 .$$

Both choices give $J-K=0.239358$ hartree.

The hybrid densities give a second route to these values. They are $\frac12(s^2+p^2)\pm sp$, with centroids at $z=\pm1.62$ bohr. The average density is even under inversion and $sp$ is odd, so their Coulomb cross term vanishes. The average density has self-repulsion $\frac14(J_{ss}+J_{pp}+2J_{sp})=0.317710$, and therefore

$$J'_{12}=0.317710-0.069046=0.248664,\qquad J'_{11}=J'_{22}=0.317710+0.069046\approx0.38676 .$$

For this pair each hybrid repels itself more and the other hybrid less. The fall is not a general property of hybrids: $J'_{12}-J_{sp}=(d|d)-K_{sp}$ is negative only when $K_{sp}>(d|d)$. For the spin-up 3s and 4p orbitals, which differ strongly in size, the same construction raises $J_{12}$ from 0.361 to 0.591 hartree. With real canonical orbitals (complex combinations within the degenerate $p$ and $d$ pairs are equally canonical and give a sum of 99.978), the sum of self-terms over the atom rises from 101.67989 to 101.79937 hartree, by 0.11948, which is twice the fall in $J_{12}$, as invariance of the full Coulomb sum requires.

The complex mixing $(s\pm ip)/\sqrt2$ moves the integrals the other way: $K'=0.069046+0.009306=0.078352$ and $J'=0.317710$ hartree. Their difference is again 0.239358.

The canonical levels are $-0.453804$ and $-0.214197$ hartree. For the hybrids, the diagonal multipliers are their mean, $-0.334001$, and the off-diagonal one is half their difference:

$$\varepsilon'_{12}=\frac{-0.214197+0.453804}2\approx0.11980 .$$

The eigenvalues of this $2\times2$ matrix, $-0.334001\pm0.119804$, return the canonical levels to rounding.

For the whole atom, the canonical orbitals, the hybrids and a random complex mixing within each spin all give

$$E=-2684.479018+835.024607-73.519724=-1922.974135\ \text{hartree},$$

or $-52326.792$ eV. The terms are the one-electron energy, half the sum of $J$, and minus half the sum of $K$. This particular random mixing meanwhile lowers $\sum_iJ_{ii}$ to 59.58808 hartree; other draws give values from about 58 to 60. Individual integrals can thus be redistributed strongly at fixed energy.

For the spin-up $2p_x,2p_y$ pair, $K=0.27032$ hartree stays the same under a real rotation by 0.4 rad and becomes 0.54064 under the complex mixing.

The numerical check also builds a three-electron wavefunction explicitly. Occupied mixing leaves its energy at $-0.972451$ model units, while mixing one occupied with one empty orbital gives $-1.046224$. The energy can fall there because the model orbitals were not optimized.

## Values computed for the example and the checks

```
MODEL: 3 electrons, 6 spin orbitals, model energy units
overlap <Phi|Phi'> = -0.285392 -0.958411 i
modulus of overlap = 1.0000000000
energy before mixing = -0.97245116
energy after mixing  = -0.97245116
energy after occupied-empty mixing by 0.3 rad = -1.04622364
density change, occupations 1, 1, 0.5 (norm) = 0.5376
GALLIUM ATOM: UHF/def2-SVP, nonrelativistic
basis functions = 32, spin-up = 16, spin-down = 15
total energy from SCF = -1922.974135 hartree
total energy from SCF = -52326.792 eV
canonical: total energy = -1922.974135 hartree
  one-electron = -2684.479018 hartree
  half sum of J = 835.024607, of K = 73.519724 hartree
  sum of J_ii = 101.679890 hartree
sp hybrids: total energy = -1922.974135 hartree
  one-electron = -2684.479018 hartree
  half sum of J = 835.024607, of K = 73.519724 hartree
  sum of J_ii = 101.799370 hartree
random mix: total energy = -1922.974135 hartree
  one-electron = -2684.479018 hartree
  half sum of J = 835.024607, of K = 73.519724 hartree
  sum of J_ii = 59.588080 hartree
SPIN-UP 4s, 4p PAIR (hartree)
J_ss = 0.360847, J_pp = 0.293186
J_sp = 0.308404, K_sp = 0.069046
(d|d) = 0.009306
hybrids: J_11 = 0.386757, J_22 = 0.386757
hybrids: J_12 = 0.248664, K_12 = 0.009306
complex mix: J_12 = 0.317710, K_12 = 0.078352
J-K: canonical 0.239358, hybrids 0.239358, complex 0.239358
hybrid shift of K = -0.059740 hartree
hybrid shift of K = -1.6256 eV
canonical levels: 4s -0.453804, 4p -0.214197 hartree
hybrid multipliers: diagonal -0.334001, -0.334001; off-diagonal 0.119804 hartree
hybrid centroids along z = 1.6200, -1.6200 bohr
SPIN-UP 2p_x, 2p_y PAIR (hartree)
K original = 0.27032, after real rotation by 0.4 rad = 0.27032
K after complex mixing = 0.54064
```
